# What a symmetric x-ray peak says about an alloy film

**Q.** I have a cubic alloy film grown on the (001) face of a thick substrate, and I want its composition. Take a model alloy with round numbers: the substrate is one end member, with lattice parameter $a_s=5.40$ Å, and the other end member has 5.60 Å. The free lattice parameter follows Vegard's law, $a(x)=a_s+\Delta x$ with $\Delta=0.20$ Å. With a wavelength $\lambda=1.50$ Å, the film's (004) peak is at $2\theta=66.334^\circ$. The peak gives the lattice parameter, the lattice parameter gives $x$, and a sharper peak would give a better $x$. What more could I need?

**A.** Begin with which lattice parameter the peak gives. A film on a thick substrate can be strained, so let its spacing be $a_\parallel$ along both in-plane cube axes and $a_\perp$ along the surface normal. The reciprocal-lattice vector of reflection $(hkl)$ is

$$
\mathbf G=2\pi\left(\frac{h}{a_\parallel},\frac{k}{a_\parallel},\frac{l}{a_\perp}\right).
$$

The plane spacing is $d=2\pi/|\mathbf G|$, and therefore

$$
\frac{1}{d^2}=\frac{h^2+k^2}{a_\parallel^2}+\frac{l^2}{a_\perp^2},
\qquad \lambda=2d\sin\theta .
$$

For a symmetric reflection $h=k=0$, the in-plane spacing drops out and $d=a_\perp/l$. Your peak gives

$$
a_\perp=\frac{4\lambda}{2\sin\theta}
=\frac{4\times1.50}{2\sin 33.167^\circ}\ \text{Å}=5.4836\ \text{Å}.
$$

That is the normal spacing. It equals $a(x)$ if the film is unstrained.

**Q.** Then I did assume an unstrained film, and found $x=(5.4836-5.40)/0.20=0.418$. How does strain change the normal spacing?

**A.** Measure strain from the free alloy lattice of the same composition:

$$
e_\parallel=\frac{a_\parallel-a}{a},\qquad e_\perp=\frac{a_\perp-a}{a}.
$$

The top surface is free, so the normal stress vanishes in a uniform film. The shear tractions vanish too, and for cubic axes aligned with the film this excludes shear strains that involve the normal. I also assume that the two in-plane cube axes stay perpendicular, so there is no shear within the plane. Hooke's law for the normal stress has one term from $e_\perp$ and one from each of the two equal in-plane strains:

$$
\sigma_\perp=C_{11}e_\perp+2C_{12}e_\parallel=0
\quad\Longrightarrow\quad
e_\perp=-D\,e_\parallel,\qquad D=\frac{2C_{12}}{C_{11}} .
$$

Multiply the last relation by $a$ to turn strains into spacings:

$$
a_\perp-a=-D\,(a_\parallel-a).
$$

Now let $f(x)=a(x)-a_s$ be the difference between the free film and the substrate, and define the relaxation $R$ by

$$
a_\parallel=a_s+Rf .
$$

A coherent film, locked to the substrate in the plane, has $R=0$; a fully relaxed film has $R=1$. I take $0\le R\le1$. This is a restriction: a relaxed film with $f>0$ that contracts more than its substrate on cooling from growth can end with $R$ somewhat above 1. Since $a=a_s+f$,

$$
a_\parallel-a=(a_s+Rf)-(a_s+f)=-(1-R)f .
$$

Inserting this, and then $a=a_s+f$ once more, gives

$$
a_\perp=a+D(1-R)f=a_s+f(x)\left[1+D(x)(1-R)\right].
$$

The 1 in the bracket is the larger free lattice of the alloy. The other term is the elastic response: an alloy with $f>0$ is squeezed in the plane and expands along the normal. Both raise $a_\perp$, and the peak records their sum.

**Q.** So I have one equation for $x$ and $R$. But the elastic term is a correction to the first one. Does it matter much?

**A.** $D$ is not small. Let the elastic constants vary linearly with $x$, from $C_{11}=160$ and $C_{12}=64$ GPa at the substrate end to 120 and 45 GPa at the other. Then $D$ falls from 0.80 to 0.75, so full coherence adds between 75 and 80 percent to the shift that the free lattice would produce.

Write $m=a_\perp-a_s=0.0836$ Å for the measured shift. Every film with

$$
f(x)=\frac{m}{1+D(x)(1-R)}
$$

puts its (004) peak where you found yours. Five members of this family, computed from the unrounded angle $66.3342^\circ$, are:

| $R$ | $x$ | $a_\parallel$ (Å) | $2\theta_{224}$ (deg) |
|---|---|---|---|
| 0 | 0.234 | 5.4000 | 84.678 |
| 0.25 | 0.263 | 5.4131 | 84.592 |
| 0.50 | 0.300 | 5.4300 | 84.482 |
| 0.75 | 0.350 | 5.4524 | 84.338 |
| 1 | 0.418 | 5.4836 | 84.140 |

Your value is the relaxed end. At the coherent end the same shift obeys $m=f_{\rm coh}[1+D(x_{\rm coh})]$, while at the relaxed end $m=f_{\rm rel}$. Dividing, and using $f=\Delta x$,

$$
\frac{x_{\rm rel}}{x_{\rm coh}}=1+D(x_{\rm coh})=1.79 .
$$

The composition is uncertain by nearly a factor of two, although the angle is taken as perfectly known.

The stress is just as open. The in-plane stress, positive in tension, is

$$
\sigma_\parallel=(C_{11}+C_{12})e_\parallel+C_{12}e_\perp
=\left(C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}\right)e_\parallel ,
$$

where $e_\perp=-2C_{12}e_\parallel/C_{11}$ was inserted. It is zero for the relaxed film and $-1.40$ GPa for the coherent one. The same (004) angle is compatible with both.

**Q.** Then I will measure more peaks. The film also has (002) and (006) reflections. Three angles should be enough for two unknowns.

**A.** They are three measurements of one quantity. For each of them

$$
\sin\theta_{00l}=\frac{l\lambda}{2a_\perp},
$$

so once $a_\perp$ is known, the other angles are predicted: $31.750^\circ$ for (002) and $110.29^\circ$ for (006), as values of $2\theta$. They are the same for every film in the table. Whether these peaks can be seen depends on the structure: for a random alloy on a diamond lattice their kinematic structure factor is zero, and for zincblende it is proportional to the difference between the scattering strengths of the two sublattices. As a test that does not use the spacing formula, the scattered waves from all atoms of small fcc crystals were added and the intensity maximum was located. The coherent, half-relaxed and relaxed films agreed in all three symmetric angles to within $10^{-5}$ degrees.

This concerns peak positions. Intensities depend on which atoms scatter and could carry separate information about composition, but using them requires a model of the scattering strengths that we have not introduced.

**Q.** So in-plane information is required, without exception?

**A.** What is required is a second independent fact, and the in-plane spacing is one such fact. If you have established that the film is coherent, then $R=0$ and $x=0.234$ follows from the (004) peak. Coherence must then come from evidence, because your (004) position is compatible with every $R$ from 0 to 1.

If another method has given the composition, the main equation can be solved for $R$. Divide $m=f[1+D(1-R)]$ by $f$, subtract 1 and divide by $D$:

$$
1-R=\frac{1}{D}\left(\frac{m}{f}-1\right).
$$

For a known $x=0.30$ we have $f=0.0600$ Å and $D=0.788$, so

$$
1-R=\frac{1}{0.788}\left(\frac{0.0836}{0.0600}-1\right)=0.50 .
$$

There is also a special case. If the film peak coincides with the substrate peak, then $m=0$. The bracket $1+D(1-R)$ is positive for $0\le R\le1$, so $f=0$: the free film matches the substrate. If $a(x)=a_s$ has a single solution, that fixes the composition. The relaxation is then undefined, because there is no misfit to relax.

**Q.** In my case I know neither $x$ nor $R$. How do I get $a_\parallel$?

**A.** Use a reflection whose planes are inclined to the surface, such as (224). Here $h^2+k^2=8$ and $l^2=16$, so

$$
\frac{1}{d_{224}^2}=\frac{8}{a_\parallel^2}+\frac{16}{a_\perp^2}
\quad\Longrightarrow\quad
\frac{8}{a_\parallel^2}=\frac{1}{d_{224}^2}-\frac{16}{a_\perp^2}.
$$

Suppose this peak is found at $2\theta=84.482^\circ$. Then $d_{224}=0.75/\sin42.241^\circ=1.1157$ Å, and

$$
\frac{8}{a_\parallel^2}=(0.8034-0.5321)\ \text{Å}^{-2}=0.2713\ \text{Å}^{-2},
\qquad a_\parallel=5.430\ \text{Å}.
$$

The reflection can be reached from above the surface. Its planes are inclined by $35.53^\circ$, less than $\theta=42.24^\circ$, which leaves an incidence angle of $6.71^\circ$.

To obtain the composition, return to $a_\perp-a=-D(a_\parallel-a)$ and collect the terms in $a$:

$$
a(x)\,[1+D(x)]=a_\perp+D(x)\,a_\parallel .
$$

Since $D$ depends on $x$, this is solved numerically. The root is $x=0.30$, where $D=0.7878$, and it can be checked by hand:

$$
a=\frac{5.4836+0.7878\times5.4300}{1.7878}\ \text{Å}=5.460\ \text{Å},
\qquad x=\frac{5.460-5.400}{0.20}=0.30 .
$$

Finally $R=(5.430-5.400)/(5.460-5.400)=0.50$. Both angles were in fact calculated from a film with these values, so the recovery checks the inversion. It says nothing about errors in the model.

**Q.** Could that equation have a second root, and so a second composition?

**A.** Not for this alloy. Let $h(x)$ be the left side minus the right side. At fixed measured spacings,

$$
h'(x)=a'(1+D)+D'(a-a_\parallel),
$$

with primes for derivatives with respect to $x$. The first term is at least $0.20\times1.75=0.35$ Å. For the second, differentiate $D=2C_{12}/C_{11}$:

$$
D'=\frac{2(C_{12}'C_{11}-C_{12}C_{11}')}{C_{11}^2}.
$$

With $C_{11}=160-40x$ and $C_{12}=64-19x$ in GPa, the bracket is

$$
-19(160-40x)+40(64-19x)=-480 ,
$$

so $D'=-960/(160-40x)^2$, whose magnitude is at most 0.067. Since $a$ and $a_\parallel$ both lie between 5.40 and 5.60 Å, the second term cannot exceed 0.014 Å in magnitude. Thus $h$ rises throughout, and it has at most one zero. An alloy with strong bowing, where $a(x)$ is not monotonic, would need its own check.

**Q.** If (224) contains both spacings, why not measure that peak alone?

**A.** It depends on what you record. The Bragg angle alone is one number, and one number again leaves a family. With only $2\theta_{224}=84.482^\circ$, the coherent reading is $x=0.2775$ and the relaxed reading is $x=0.3279$.

That range is narrower than the one from (004), and a leading-order estimate shows why. For small shifts from $a_s$,

$$
\delta\!\left(\frac{1}{d_{224}^2}\right)\approx
-\frac{16}{a_s^3}\left(\delta a_\parallel+2\,\delta a_\perp\right).
$$

Insert $\delta a_\parallel=Rf$ and $\delta a_\perp=f[1+D(1-R)]$:

$$
\delta a_\parallel+2\,\delta a_\perp=f\left[2+2D+R(1-2D)\right].
$$

The bracket is $2+2D\approx3.58$ for a coherent film and 3 for a relaxed one, a ratio of 1.19; the computed ratio of compositions is 1.18. In-plane compression and normal expansion partly cancel in this reflection. For $D=1/2$ the dependence on $R$ would vanish at this order, and the angle would give the composition but not the relaxation.

If you map the peak in reciprocal space, you obtain two components instead of one length. Along a cube axis in the plane and along the normal they are

$$
q_x=\frac{4\pi}{a_\parallel},\qquad q_z=\frac{8\pi}{a_\perp}.
$$

In a map whose plane contains the normal and the (224) vector, the in-plane coordinate is $\sqrt{q_x^2+q_y^2}=\sqrt2\,q_x$, because $q_y=q_x$; divide it by $\sqrt2$ before using the first formula. The two components give both spacings, and hence $x=0.30$ and $R=0.50$, from one asymmetric peak. The components must be corrected for any tilt of the film lattice, since a rotation mixes them. For this film an uncorrected tilt of $0.1^\circ$ in the plane of the map, in the sense that increases the in-plane component, would give $x=0.29$ and $R=0.29$. The Bragg angles of (004) and (224) depend on the lengths of the vectors, which a rigid rotation leaves unchanged.

**Q.** How well must I measure? I would still like to blame part of this on resolution.

**A.** Compare the two effects. With (004) alone, $x$ is open over an interval of 0.185 even with no angular error. With both angles, raising $2\theta_{004}$ by $0.01^\circ$ changes $x$ by $+0.001$ and $R$ by $+0.022$; the same change in $2\theta_{224}$ gives $-0.003$ and $-0.020$. For comparison, the coherent and relaxed candidates are $0.538^\circ$ apart in $2\theta_{224}$. A sharper (004) peak narrows the error of $a_\perp$, but does not shorten the family. Refraction, neglected so far, is not far below this scale. For a refractive index with $1-n$ between $7\times10^{-6}$ and $1\times10^{-5}$, as for the electron density of silicon or a silicon-rich SiGe alloy at this wavelength, it raises $2\theta_{004}$ by about $0.002^\circ$ and $2\theta_{224}$ at the low incidence angle by $0.004^\circ$ to $0.006^\circ$. Ignoring it lowers $x$ by 0.001 to 0.002 and $R$ by 0.005 to 0.006.

The two-peak method has its own weak limit. Differentiate both spacings:

$$
\begin{aligned}
\frac{\partial a_\perp}{\partial x}&=f'[1+D(1-R)]+fD'(1-R), &
\frac{\partial a_\perp}{\partial R}&=-fD,\\
\frac{\partial a_\parallel}{\partial x}&=Rf', &
\frac{\partial a_\parallel}{\partial R}&=f .
\end{aligned}
$$

The determinant is the product of the first and last entries minus the product of the other two. The terms in $RDf'$ cancel, leaving

$$
J=f\left[f'(1+D)+fD'(1-R)\right].
$$

For this film $J=0.0214$ Å$^2$, so small changes in the two spacings determine small changes in $x$ and $R$. As $f\to0$, $J$ vanishes. The reason is visible in $\delta a_\parallel=Rf'\,\delta x+f\,\delta R$, which gives

$$
\delta R=\frac{\delta a_\parallel-Rf'\,\delta x}{f}.
$$

A fixed error in the spacings becomes a growing error in $R$ as the misfit shrinks, while the composition remains well determined.

**Q.** And if the film has relaxed more along one in-plane direction than along the other?

**A.** Then one $a_\parallel$ is not enough. With in-plane strains $e_1$ and $e_2$ along perpendicular directions, zero normal stress reads

$$
C_{11}e_\perp+C_{12}(e_1+e_2)=0 .
$$

The unknowns are now $x$ and two relaxations, so three independent data are needed: the normal spacing and the in-plane spacing along both directions. The error of ignoring this can be sizable. Take $x=0.30$ with relaxations 0.7 along $[110]$ and 0.3 along $[1\bar10]$, so that the in-plane cube axes are no longer perpendicular. The equal-strain inversion then returns $x=0.33$ from (224) and $x=0.27$ from $(2\bar24)$. A composition gradient through the thickness goes further still, because no single pair $(x,R)$ then describes the film. Within the uniform, equally strained model with $0\le R\le1$, and with refraction neglected, your (004) peak supports the statement $0.234\le x\le0.418$; the (224) peak is what reduces it to $x=0.30$. The numerical output below gives the values to more digits.

## Computed values

```
substrate lattice parameter: 5.40 angstrom
other end member: 5.60 angstrom
substrate C11, C12, C44: 160.0 64.0 80.0 GPa
other end C11, C12, C44: 120.0 45.0 60.0 GPa
wavelength: 1.50 angstrom
true film: x = 0.30, R = 0.50 (no unit)
true free lattice a(x): 5.4600 angstrom
true C11, C12: 148.0, 58.3 GPa
true D: 0.78784 (no unit)
true a_par: 5.43000 angstrom
true a_perp: 5.48364 angstrom
a_perp - a_s: 0.08364 angstrom
films with the same a_perp:
R | x | a_par (angstrom) | stress (GPa) | 2theta004, 2theta224 (deg)
0.00 | 0.2335 | 5.40000 | -1.399 | 66.3342, 84.6776
0.25 | 0.2627 | 5.41313 | -1.170 | 66.3342, 84.5915
0.50 | 0.3000 | 5.43000 | -0.881 | 66.3342, 84.4819
0.75 | 0.3495 | 5.45243 | -0.506 | 66.3342, 84.3376
1.00 | 0.4182 | 5.48364 | 0.000 | 66.3342, 84.1397
x_relaxed/x_coherent: 1.79070 (no unit)
D at x_coherent: 0.79070 (no unit)
width of x ambiguity, 004 only: 0.1846
shared 2theta of 002: 31.7502 deg
shared 2theta of 004: 66.3342 deg
shared 2theta of 006: 110.2945 deg
224 splitting, coherent minus relaxed: 0.5379 deg
224 incidence angle, true film: 6.71 deg
recovered a_perp: 5.48364 angstrom
recovered a_par: 5.43000 angstrom
recovered from two angles: x = 0.3000, R = 0.5000
recovered from one 224 vector: x = 0.3000, R = 0.5000
R from 004 and known x: 0.5000 (no unit)
Jacobian at true film: 0.021375 angstrom^2
224 angle only: x from 0.2775 to 0.3279
angular error applied to 2theta: 0.01 deg
shift from 004 error: dx = 0.0011, dR = 0.0218
shift from 224 error: dx = -0.0034, dR = -0.0203
```
